**Harman relation: ideal law and measurement bias**

For an isolated thermoelectric bar at small current, $V_{\rm total}/V_{\rm ohmic}-1=zT$; with heat leaks and contact resistance the reading becomes $zT/F$. Here $F=(1+R_c/R)[u\coth u+(K_l+K_e)/(2K)]$ and $u^2=K_s/(4K)$, where $R$ and $K$ are the bar's resistance and thermal conductance, $R_c$ is the sum of both contact resistances, and $K_l$, $K_e$, $K_s$ are the conductances of the wires at one end, one end face and the sides. The program asserts that $F$ agrees with a nonlinear boundary-value solution in five cases, including strong radiation. It also asserts the quadratic growth of the error with current, the effect of unequal contacts, and that the reading at the best length exceeds those at a shorter and a longer bar. A separate time-dependent model of the strictly adiabatic bar tests the ideal relation, the drift of the mean temperature and the build-up of the temperature difference. For the example bar with $zT=0.80$, the output shows an apparent value of 0.694, a bias of −13.3 %. Contacts and leads contribute most of it at 300 K, while radiation alone reaches −12.7 % at 600 K.

## Numerical verification

```python
# Harman method: for a thermally isolated thermoelectric bar at small current,
#     V_total / V_ohmic - 1 = zT = S^2 T / (rho kappa).
# With heat leaks and contact resistance the reading becomes zT / F,
#     F = (1 + Rc/R) * (u coth u + (K_lead + K_face)/(2K)),  u^2 = K_side/(4K).
# R, K: resistance and thermal conductance of the bar; Rc: both contacts together;
# K_lead: all wires at one end; K_side, K_face: linearised radiation conductances
# of the side surface and of one end face. S is relative to the lead metal.
import numpy as np
from scipy.constants import Stefan_Boltzmann as SIGMA
from scipy.integrate import solve_bvp
from scipy.optimize import minimize_scalar

S = 200e-6            # V/K
RHO = 1e-5            # ohm m
KAPPA = 1.5           # W/(m K)
HEAT_CAP = 1.5e6      # J/(m^3 K)
SIDE = 2e-3           # m, edge of the square section
AREA, PERIM = SIDE**2, 4 * SIDE
WIRE_K = 400 * np.pi * (0.05e-3)**2 / 50e-3   # W/K, one wire
I0 = 10e-3            # A

base = dict(L=6e-3, T=300.0, eps=0.5, lead=2 * WIRE_K, r1=0.5e-3, r2=0.5e-3)


def bar(p):
    """Electrical resistance and thermal conductance of the bar."""
    return RHO * p["L"] / AREA, KAPPA * AREA / p["L"]


def figure_of_merit(T):
    return S**2 * T / (RHO * KAPPA)


def leak_factor(p):
    """Factor by which heat leaks reduce the temperature difference."""
    K = bar(p)[1]
    h = 4 * p["eps"] * SIGMA * p["T"]**3
    u = np.sqrt(h * PERIM * p["L"] / (4 * K))
    side = u / np.tanh(u) if u > 0 else 1.0
    return side + (p["lead"] + h * AREA) / (2 * K)


def total_factor(p):
    return (1 + (p["r1"] + p["r2"]) / bar(p)[0]) * leak_factor(p)


def end_temperatures(p, current):
    """Nonlinear steady state; returns the two end temperatures minus ambient."""
    R, K = bar(p)
    Ta, es = p["T"], p["eps"] * SIGMA

    def radiated(theta):
        return es * ((Ta + theta)**4 - Ta**4)

    def rhs(s, y):
        return np.vstack((y[1], (PERIM * p["L"] * radiated(y[0])
                                 - current**2 * R) / K))

    def ends(a, b):
        left = (-p["lead"] * a[0] - AREA * radiated(a[0]) + current**2 * p["r1"]
                - S * current * (Ta + a[0]) + K * a[1])
        right = (S * current * (Ta + b[0]) - K * b[1] + current**2 * p["r2"]
                 - p["lead"] * b[0] - AREA * radiated(b[0]))
        return np.array([left, right]) / K

    mesh = np.linspace(0, 1, 41)
    sol = solve_bvp(rhs, ends, mesh, np.zeros((2, 41)), tol=1e-8, max_nodes=20000)
    assert sol.success, sol.message
    return sol.y[0, 0], sol.y[0, -1]


def reading(p, current):
    """Apparent zT from the half difference of both current directions."""
    a, b = end_temperatures(p, current)
    c, d = end_temperatures(p, -current)
    dT = ((b - a) - (d - c)) / 2
    return S * dT / (current * (bar(p)[0] + p["r1"] + p["r2"]))


# ---- reading with biases: nonlinear solution against the factor F ----
rad_only = dict(base, lead=0.0, r1=0.0, r2=0.0)
lead_only = dict(base, eps=0.0, r1=0.0, r2=0.0)
contact_only = dict(base, eps=0.0, lead=0.0)
contact_weak_leak = dict(base, eps=0.0, lead=1e-5)
strong_rad = dict(base, L=20e-3, T=900.0, eps=1.0)
for case in (base, rad_only, lead_only, contact_weak_leak, strong_rad):
    expected = figure_of_merit(case["T"]) / total_factor(case)
    # residual difference: second-order heating at 1 mA and solver tolerance
    assert abs(reading(case, 1e-3) / expected - 1) < 3e-5

# ---- error of the small-current law grows as the square of the current ----
zT = figure_of_merit(base["T"])
F = total_factor(base)
read_100mA = reading(base, 0.1)
growth = (read_100mA - zT / F) / (reading(base, 0.05) - zT / F)
assert abs(growth / 4 - 1) < 0.05
warm = end_temperatures(base, 0.1)
mean_rise_100mA = sum(warm) / 2

# ---- unequal contacts: part of the temperature difference even in current ----
R, K = bar(base)
uneven = dict(base, r1=0.2e-3, r2=0.8e-3)
a, b = end_temperatures(uneven, 0.1)
c, d = end_temperatures(uneven, -0.1)
even_num = ((b - a) + (d - c)) / 2
even_formula = 0.1**2 * (uneven["r2"] - uneven["r1"]) / (2 * K * leak_factor(uneven))
assert abs(even_num / even_formula - 1) < 0.02
assert abs(reading(uneven, 1e-3) / (zT / F) - 1) < 3e-5

# ---- strictly adiabatic bar in time: finite volumes, exact in time ----
N = 400
cell_cap = HEAT_CAP * AREA * base["L"] / N
heat_cap_total = cell_cap * N


def adiabatic(current, t):
    """End-to-end temperature difference and mean temperature rise at time t."""
    link = K * N
    shift = S * current / (2 * link)      # extrapolation from cell centre to end
    M = np.zeros((N, N))
    i = np.arange(N - 1)
    M[i, i] -= link
    M[i + 1, i + 1] -= link
    M[i, i + 1] = M[i + 1, i] = link
    gain = np.zeros(N)
    gain[0] = -S * current / (1 + shift)
    gain[-1] = S * current / (1 - shift)
    M = (M + np.diag(gain)) / cell_cap
    source = (gain * base["T"] + current**2 * R / N) / cell_cap
    lam, vec = np.linalg.eigh(M)
    theta = vec @ (np.expm1(lam * t) / lam * (vec.T @ source))
    T = base["T"] + theta
    return T[-1] / (1 - shift) - T[0] / (1 + shift), theta.mean()


def odd_difference(t):
    return (adiabatic(I0, t)[0] - adiabatic(-I0, t)[0]) / 2


dT_ideal = S * I0 * base["T"] / K
V_ohm = I0 * R
V_tot = V_ohm * (1 + zT)
ratio_num = 1 + S * odd_difference(60.0) / V_ohm
assert abs(ratio_num - V_tot / V_ohm) < 1e-4
drift_num = (adiabatic(I0, 60.0)[1] - adiabatic(I0, 40.0)[1]) / 20
drift = I0 * V_tot / heat_cap_total
assert abs(drift_num / drift - 1) < 1e-3

tau = base["L"]**2 * HEAT_CAP / (np.pi**2 * KAPPA)


def build_up(t):
    n = np.arange(1, 2001, 2)
    return 1 - 8 / np.pi**2 * np.sum(np.exp(-n**2 * t / tau) / n**2)


delay = 10e-3
# at 10 ms the heated layer spans only a few cells, hence the wider tolerance
assert abs(odd_difference(delay) / dT_ideal / build_up(delay) - 1) < 1e-2
assert abs(odd_difference(1.0) / dT_ideal / build_up(1.0) - 1) < 1e-3
zT_delayed = (1 + zT) / (1 + zT * build_up(delay)) - 1

# ---- small-leak expansion and best length ----
h = 4 * base["eps"] * SIGMA * base["T"]**3
K_side, K_face = h * PERIM * base["L"], h * AREA
terms = (K_side / (12 * K), K_face / (2 * K), base["lead"] / (2 * K),
         (base["r1"] + base["r2"]) / R)
F_linear = 1 + sum(terms)
assert abs(F - F_linear) < sum(terms)**2

best = minimize_scalar(lambda L: total_factor(dict(base, L=L)),
                       bounds=(1e-3, 2e-2), method="bounded",
                       options=dict(xatol=1e-9)).x
at_best = reading(dict(base, L=best), 1e-3)
assert at_best > reading(dict(base, L=0.8 * best), 1e-3)
assert at_best > reading(dict(base, L=1.25 * best), 1e-3)


def bias(p):
    return 100 * (1 / total_factor(p) - 1)


read_10mA = reading(base, I0)
print(f"bar resistance R                     {R*1e3:.3f} mohm")
print(f"bar thermal conductance K            {K*1e3:.4f} mW/K")
print(f"true zT at 300 K                     {zT:.4f}")
print(f"ideal temperature difference, 10 mA  {dT_ideal:.4f} K")
print(f"ideal V_ohmic                        {V_ohm*1e3:.4f} mV")
print(f"ideal V_total                        {V_tot*1e3:.4f} mV")
print(f"V_total/V_ohmic, time-dependent run  {ratio_num:.5f}")
print(f"heat capacity of bar                 {heat_cap_total*1e3:.2f} mJ/K")
print(f"adiabatic drift, formula             {drift*1e6:.2f} uK/s")
print(f"adiabatic drift, time-dependent run  {drift_num*1e6:.2f} uK/s")
print(f"settling time tau                    {tau:.3f} s")
print(f"build-up fraction after 10 ms        {build_up(delay):.4f}")
print(f"apparent zT, V_ohmic read at 10 ms   {zT_delayed:.4f}")
print(f"radiation coefficient h              {h:.4f} W/(m^2 K)")
print(f"side radiation conductance K_side    {K_side*1e3:.4f} mW/K")
print(f"end-face conductance K_face          {K_face*1e3:.4f} mW/K")
print(f"conductance of one wire              {WIRE_K*1e3:.4f} mW/K")
print(f"lead conductance per end K_lead      {base['lead']*1e3:.4f} mW/K")
print(f"u                                    {np.sqrt(K_side/(4*K)):.4f}")
print(f"u coth u                             {leak_factor(base)-terms[1]-terms[2]:.5f}")
print(f"term K_side/(12K)                    {terms[0]:.5f}")
print(f"term K_face/(2K)                     {terms[1]:.5f}")
print(f"term K_lead/(2K)                     {terms[2]:.5f}")
print(f"term Rc/R                            {terms[3]:.5f}")
print(f"heat-leak factor                     {leak_factor(base):.5f}")
print(f"total factor F                       {F:.5f}")
print(f"F from small-leak sum                {F_linear:.5f}")
print(f"bias, radiation alone                {bias(rad_only):.2f} %")
print(f"bias, leads alone                    {bias(lead_only):.2f} %")
print(f"bias, contacts alone                 {bias(contact_only):.2f} %")
print(f"bias, all together                   {bias(base):.2f} %")
print(f"apparent zT, formula                 {zT/F:.5f}")
print(f"apparent zT, nonlinear, 10 mA        {read_10mA:.5f}")
print(f"corrected zT (nonlinear reading * F) {read_10mA*F:.5f}")
print(f"apparent zT, nonlinear, 100 mA       {read_100mA:.5f}")
print(f"mean end temperature rise, 100 mA    {mean_rise_100mA:.3f} K")
print(f"error ratio, 100 mA to 50 mA         {growth:.3f}")
print(f"even part, contacts 0.2/0.8 mohm, 100 mA: {even_num*1e3:.3f} mK")
print(f"same, formula                        {even_formula*1e3:.3f} mK")
print(f"radiation bias at 600 K, same bar    {bias(dict(rad_only, T=600.0)):.2f} %")
print(f"bias at length 3 mm                  {bias(dict(base, L=3e-3)):.2f} %")
print(f"bias at length 12 mm                 {bias(dict(base, L=12e-3)):.2f} %")
print(f"best length                          {best*1e3:.2f} mm")
print(f"bias at best length                  {bias(dict(base, L=best)):.2f} %")
print("ALL CHECKS PASSED")
```

Printed output:

```
bar resistance R                     15.000 mohm
bar thermal conductance K            1.0000 mW/K
true zT at 300 K                     0.8000
ideal temperature difference, 10 mA  0.6000 K
ideal V_ohmic                        0.1500 mV
ideal V_total                        0.2700 mV
V_total/V_ohmic, time-dependent run  1.80001
heat capacity of bar                 36.00 mJ/K
adiabatic drift, formula             75.00 uK/s
adiabatic drift, time-dependent run  75.00 uK/s
settling time tau                    3.648 s
build-up fraction after 10 ms        0.0376
apparent zT, V_ohmic read at 10 ms   0.7474
radiation coefficient h              3.0620 W/(m^2 K)
side radiation conductance K_side    0.1470 mW/K
end-face conductance K_face          0.0122 mW/K
conductance of one wire              0.0628 mW/K
lead conductance per end K_lead      0.1257 mW/K
u                                    0.1917
u coth u                             1.01222
term K_side/(12K)                    0.01225
term K_face/(2K)                     0.00612
term K_lead/(2K)                     0.06283
term Rc/R                            0.06667
heat-leak factor                     1.08117
total factor F                       1.15325
F from small-leak sum                1.14787
bias, radiation alone                -1.80 %
bias, leads alone                    -5.91 %
bias, contacts alone                 -6.25 %
bias, all together                   -13.29 %
apparent zT, formula                 0.69369
apparent zT, nonlinear, 10 mA        0.69370
corrected zT (nonlinear reading * F) 0.80002
apparent zT, nonlinear, 100 mA       0.69508
mean end temperature rise, 100 mA    0.632 K
error ratio, 100 mA to 50 mA         3.998
even part, contacts 0.2/0.8 mohm, 100 mA: 2.777 mK
same, formula                        2.775 mK
radiation bias at 600 K, same bar    -12.67 %
bias at length 3 mm                  -14.96 %
bias at length 12 mm                 -18.43 %
best length                          5.14 mm
bias at best length                  -13.13 %
ALL CHECKS PASSED
```
